\section*{Exact partition of line-width variance within and between finite segments}

\section{The split on one segment}

\textbf{Q.} When I measure the width of a patterned line over a short segment, I find less roughness than over a long one. Some variance has evidently been lost. Where is it?

\textbf{A.} It may have moved into the differences between one segment's mean width and another's. To decide whether all of it is there, we need definitions. Let $w(x)$ be the line width at position $x$, that is, the right edge position minus the left. Take it to be a random process with constant mean $\mu$, finite constant variance $\sigma^2$ and covariance
\begin{equation}
C(u)=\mathrm{E}\big[(w(x)-\mu)(w(x+u)-\mu)\big],\qquad C(0)=\sigma^2 .
\end{equation}
Here $\mathrm{E}$ is an average over the ensemble of lines. I also assume that $w$ is jointly measurable in position and realization, so that integrals over $x$ make sense and can be exchanged with $\mathrm{E}$. For a segment $0\le x\le L$ define
\begin{equation}
m=\frac1L\int_0^L w\,dx,\qquad
s^2=\frac1L\int_0^L (w-m)^2dx,\qquad
V(L)=\mathrm{Var}(m).
\end{equation}
The roughness seen inside the segment is $s^2$, taken about the segment's own mean. The variance of segment means, $V(L)$, is taken over the ensemble.

\textbf{Q.} The two are surely correlated. A segment with an unusual mean may also be unusually rough. Does that not leave a cross term?

\textbf{A.} The cross term vanishes on each segment, before any averaging over the ensemble. Write $w-\mu=(w-m)+(m-\mu)$ and square:
\begin{align}
\frac1L\int_0^L(w-\mu)^2dx
&=\frac1L\int_0^L(w-m)^2dx+\frac{2(m-\mu)}{L}\int_0^L(w-m)\,dx+(m-\mu)^2\nonumber\\
&=s^2+(m-\mu)^2 .
\label{eq:path}
\end{align}
The factor $m-\mu$ does not depend on $x$, so it leaves the middle integral, and $\int_0^L(w-m)\,dx=Lm-Lm=0$. A statistical dependence between $s^2$ and $m$ is allowed and does no harm.

\textbf{Q.} And the ensemble average?

\textbf{A.} The integrand on the left of \eqref{eq:path} is non-negative, so expectation and integral may be exchanged, and the left side becomes $(1/L)\int_0^L\sigma^2dx=\sigma^2$. On the right, $\mathrm{E}[m]=(1/L)\int_0^L\mu\,dx=\mu$, so $\mathrm{E}[(m-\mu)^2]$ is the variance of $m$. Hence
\begin{equation}
\boxed{\;\mathrm{E}[s^2]+V(L)=\sigma^2\qquad\text{for every finite }L>0\;}
\label{eq:main}
\end{equation}
No step used a Gaussian distribution or a segment much longer than the correlation length.

\section{What stationarity does}

\textbf{Q.} You did not use the covariance either. Is stationarity needed at all?

\textbf{A.} Only part of it is needed for the sum. Let the mean $\mu(x)$ and the variance $v(x)$ vary with position, write $\langle\cdot\rangle$ for the average over the segment, and set $\bar\mu=\langle\mu\rangle=\mathrm{E}[m]$. The algebra of \eqref{eq:path} holds for any constant in place of $\mu$, so $\langle(w-\bar\mu)^2\rangle=s^2+(m-\bar\mu)^2$. At each point
\begin{equation}
\mathrm{E}[(w-\bar\mu)^2]=\mathrm{E}\big[(w-\mu(x)+\mu(x)-\bar\mu)^2\big]=v(x)+(\mu(x)-\bar\mu)^2,
\end{equation}
because $\mathrm{E}[w-\mu(x)]=0$. Therefore
\begin{equation}
\mathrm{E}[s^2]+V=\langle v\rangle+\big\langle(\mu(x)-\bar\mu)^2\big\rangle .
\label{eq:general}
\end{equation}
Constant mean and variance suffice for \eqref{eq:main}. A stationary covariance adds that $V$ depends on the segment's length and not on its place.

\textbf{Q.} I would like to see that on something decidedly non-Gaussian.

\textbf{A.} Take a width that jumps between 18, 20 and 23~nm as a Markov chain, sampled at seven points, with transition matrix $T$ whose rows, in the order of these widths, are $(0.7,\,0.2,\,0.1)$, $(0.3,\,0.5,\,0.2)$ and $(0.1,\,0.3,\,0.6)$. Integrals become sums divided by 7, and the algebra is unchanged. All 2187 paths can be listed with their probabilities, so there is no sampling error. The one-point variance is $4.02855~\mathrm{nm}^2$. Three cases were tested:
\begin{itemize}
\item For the stationary chain, $2.51466+1.51389=4.02855~\mathrm{nm}^2$, within-segment part first.
\item Next, the one-point probabilities are kept fixed while the correlation between neighbours weakens along the line: the six steps use $(1-a)I+aT$ with $a=0.1,\,0.1,\,0.3,\,0.6,\,1,\,1$, so that this correlation falls from $0.95$ to $0.54$. The parts become $1.60105$ and $2.42750~\mathrm{nm}^2$, with the same sum. The variance of a three-sample mean now depends on place: it is $3.866~\mathrm{nm}^2$ for the first three samples and $2.571~\mathrm{nm}^2$ for the last three.
\item Finally, every line starts in the narrowest state, which breaks the constancy of mean and variance. The sum falls to $3.48833~\mathrm{nm}^2$, which is the right side of \eqref{eq:general}: $3.07028$ from the mean local variance plus $0.41805$ from the mean profile.
\end{itemize}

\section{How the variance is divided}

\textbf{Q.} A fixed sum says nothing about the shares. What sets them?

\textbf{A.} The covariance does. From the definition of $m$,
\begin{equation}
V(L)=\frac1{L^2}\int_0^L\!\!\int_0^L C(x-y)\,dx\,dy=\frac{2}{L^2}\int_0^L(L-u)\,C(u)\,du .
\label{eq:V}
\end{equation}
The second form holds because the pairs with separation $x-y=u$ fill a length $L-|u|$, and $C(-u)=C(u)$ gives the factor 2. For the other share, expand the squared difference of two widths:
\begin{equation}
\int_0^L\!\!\int_0^L\big(w(x)-w(y)\big)^2dx\,dy
=2L\int_0^Lw^2dx-2\Big(\int_0^Lw\,dx\Big)^2=2L^2s^2,
\end{equation}
since $s^2=\langle w^2\rangle-m^2$. The expected squared difference is $\sigma^2+\sigma^2-2C(x-y)$, so
\begin{equation}
\mathrm{E}[s^2]=\frac{2}{L^2}\int_0^L(L-u)\,[\sigma^2-C(u)]\,du .
\label{eq:W}
\end{equation}
A segment sees roughness to the extent that widths inside it have lost correlation. Adding \eqref{eq:V} and \eqref{eq:W} gives $(2\sigma^2/L^2)(L^2-L^2/2)=\sigma^2$, in agreement with \eqref{eq:main}.

\textbf{Q.} Give me a case with numbers.

\textbf{A.} Take the model $C(u)=\sigma^2e^{-|u|/\xi}$ with correlation length $\xi$, and put $q=e^{-L/\xi}$. The two integrals needed are
\begin{equation}
\int_0^Le^{-u/\xi}du=\xi(1-q),\qquad
\int_0^Lu\,e^{-u/\xi}du=\xi^2(1-q)-\xi Lq,
\end{equation}
the second by parts. Then $L\xi(1-q)-\xi^2(1-q)+\xi Lq=L\xi-\xi^2(1-q)$, and \eqref{eq:V} becomes
\begin{equation}
V(L)=2\sigma^2\frac{\xi}{L}\Big[1-\frac{\xi}{L}\big(1-e^{-L/\xi}\big)\Big].
\label{eq:Vexp}
\end{equation}
Choose the round values $\sigma=1.5$~nm, $\xi=20$~nm and $L=100$~nm. With $\xi/L=0.2$ and $e^{-5}=0.0067$,
\begin{equation}
V=2(2.25)(0.2)\,[1-0.2(0.9933)]~\mathrm{nm}^2=0.721~\mathrm{nm}^2 .
\end{equation}
Integration of \eqref{eq:W} gives $\mathrm{E}[s^2]=1.529~\mathrm{nm}^2$, and the sum is $2.250~\mathrm{nm}^2=\sigma^2$. As root mean squares these are $1.24$~nm within segments and $0.85$~nm between means. Their squares add; they themselves do not. Other lengths give

\begin{center}
\begin{tabular}{rcc}
$L$ (nm) & $\mathrm{E}[s^2]$ (nm$^2$) & $V(L)$ (nm$^2$)\\
10 & 0.332 & 1.918\\
50 & 1.111 & 1.139\\
200 & 1.845 & 0.405\\
2000 & 2.205 & 0.045
\end{tabular}
\end{center}

The shares are nearly equal at $L=50$~nm, which is $2.5\,\xi$. Cutting a line into shorter pieces does not make it smoother; it turns roughness into variation of the mean width.

\textbf{Q.} What are the limits?

\textbf{A.} Put $t=L/\xi$, so that \eqref{eq:Vexp} reads $V=2\sigma^2(t-1+e^{-t})/t^2$. For small $t$, expand $e^{-t}=1-t+t^2/2-t^3/6+t^4/24-\dots$:
\begin{equation}
V=\sigma^2\Big(1-\frac t3+\frac{t^2}{12}-\dots\Big),\qquad
\mathrm{E}[s^2]=\frac{\sigma^2L}{3\xi}\Big(1-\frac{L}{4\xi}+\dots\Big).
\end{equation}
For large $t$ the exponential drops out and
\begin{equation}
V\simeq\frac{2\sigma^2\xi}{L}\Big(1-\frac{\xi}{L}\Big).
\end{equation}
At $L/\xi=0.01$ the computed within-segment variance is $0.9975$ of its leading law, as the correction $1-t/4$ requires. At $L/\xi=1000$, $V$ is $0.9990$ of its leading law, again as the correction requires. The slow $1/L$ decay explains why a 2000~nm segment, a hundred correlation lengths long, still leaves 2\% of the variance in the means. Both laws belong to this covariance, and a real line need not follow them. For $C=\sigma^2\exp[-(|u|/\xi)^{2H}]$ the within-segment variance of a short segment grows as $L^{2H}$, which is linear only for $H=1/2$. The $1/L$ decay needs a finite, non-zero $\int C\,du$; for $C=\sigma^2(1+|u|/\xi)^{-1/2}$, $V$ falls roughly as $L^{-1/2}$ and is still 23\% of $\sigma^2$ at $L=100\,\xi$.

\textbf{Q.} Is the missing variance taken evenly from all points of the segment?

\textbf{A.} Not in general. The residual variance at $x$ is
\begin{equation}
D(x)=\mathrm{E}[(w(x)-m)^2]=\sigma^2-2\,\mathrm{Cov}(w(x),m)+V(L).
\end{equation}
In the exponential model, splitting the integral at $y=x$ gives
\begin{equation}
\mathrm{Cov}(w(x),m)=\frac{\sigma^2}{L}\int_0^Le^{-|x-y|/\xi}dy
=\frac{\sigma^2\xi}{L}\big[2-e^{-x/\xi}-e^{-(L-x)/\xi}\big].
\end{equation}
The two exponentials have the fixed product $e^{-L/\xi}$, so their sum is smallest when they are equal, at $x=L/2$. The centre is therefore most strongly tied to the mean and keeps the least residual variance: $1.32~\mathrm{nm}^2$, against $2.08~\mathrm{nm}^2$ at either end, for $L=100$~nm. Equation \eqref{eq:main} concerns the average of $D(x)$ over the segment, not each point.

\section{The same split by frequency}

\textbf{Q.} Can I say that long waves go to the means and short waves to the roughness, with a cut at wavelength $L$?

\textbf{A.} The tendency is right, but the cut is not sharp. Suppose that $C$ has a two-sided spectral density $S(f)$, so that $C(u)=\int_{-\infty}^{\infty}S(f)\,e^{2\pi ifu}df$ and $\int S\,df=\sigma^2$. Inserting this in the double integral of \eqref{eq:V} gives
\begin{equation}
V(L)=\int_{-\infty}^{\infty}S(f)\,\Big|\frac1L\int_0^Le^{2\pi ifx}dx\Big|^2df
=\int_{-\infty}^{\infty}S(f)\,\mathrm{sinc}^2(fL)\,df,
\end{equation}
with $\mathrm{sinc}\,z=\sin(\pi z)/(\pi z)$. The inner integral equals $e^{\pi ifL}\,\mathrm{sinc}(fL)$, and its phase has modulus one. Subtracting from $\sigma^2$,
\begin{equation}
\mathrm{E}[s^2]=\int_{-\infty}^{\infty}S(f)\,\big[1-\mathrm{sinc}^2(fL)\big]\,df .
\end{equation}
Each frequency is thus shared in the ratio $\mathrm{sinc}^2$ to $1-\mathrm{sinc}^2$. For $L=100$~nm, a wave of frequency $0.002~\mathrm{nm}^{-1}$ (wavelength 500~nm) puts 12.5\% of its variance inside the segment. At $0.007~\mathrm{nm}^{-1}$ the figure is 86.5\%, although that wavelength, 143~nm, is longer than the segment. These shares were tested by averaging random-phase waves directly. For the exponential model
\begin{equation}
S(f)=2\sigma^2\int_0^\infty e^{-u/\xi}\cos(2\pi fu)\,du=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2},
\end{equation}
and the spectral integrals return $0.721$ and $1.529~\mathrm{nm}^2$, the values found before.

\section{Where measured sums go wrong}

\textbf{Q.} My instrument gives $N$ samples per segment, and my software divides by $N-1$. Surely that is the unbiased choice?

\textbf{A.} It is unbiased for the variance of uncorrelated samples, which is a different purpose. Let $s_N^2$ be the sample variance with divisor $N$, and $V_N$ the variance of the $N$-sample mean. The discrete form of \eqref{eq:path} gives $\mathrm{E}[s_N^2]+V_N=\sigma^2$. With divisor $N-1$ the first term is multiplied by $N/(N-1)=1+1/(N-1)$, so
\begin{equation}
\frac{N}{N-1}\mathrm{E}[s_N^2]+V_N=\sigma^2+\frac{\mathrm{E}[s_N^2]}{N-1}.
\label{eq:div}
\end{equation}
To evaluate this for exponential covariance, let $r=e^{-d/\xi}$ be the correlation of neighbours at spacing $d$. There are $N-k$ pairs at separation $k$, so $V_N=(\sigma^2/N^2)(N+2A)$ with
\begin{align}
A=\sum_{k=1}^{N-1}(N-k)r^k&=\sum_{j=1}^{N-1}\sum_{k=1}^{j}r^k
=\sum_{j=1}^{N-1}\frac{r(1-r^j)}{1-r}\nonumber\\
&=\frac{r}{1-r}\Big[N-1-\frac{r-r^N}{1-r}\Big]
=\frac{r}{1-r}\Big[N-\frac{1-r^N}{1-r}\Big].
\end{align}
The first rearrangement counts $r^k$ once for each $j$ from $k$ to $N-1$, which is $N-k$ times. Since $1+2r/(1-r)=(1+r)/(1-r)$,
\begin{equation}
V_N=\frac{\sigma^2}{N}\Big[\frac{1+r}{1-r}-\frac{2r(1-r^N)}{N(1-r)^2}\Big].
\end{equation}
For ten samples spaced by 10~nm, $r=0.607$ and $V_N=0.744~\mathrm{nm}^2$, while $\mathrm{E}[s_N^2]=1.506~\mathrm{nm}^2$. The sum is again $2.250~\mathrm{nm}^2$. With divisor 9 it rises by $1.506/9=0.167$ to $2.417~\mathrm{nm}^2$, an excess of 7\% over $\sigma^2$. A simulation of 200\,000 Gaussian segments gave $1.505\pm0.002$ and $0.745\pm0.002~\mathrm{nm}^2$ for the two parts with divisor $N$ (standard errors). All of this assumes noise-free samples. Measurement noise of variance $\eta^2$, uncorrelated between samples and with the width, adds $\eta^2(1-1/N)$ to $\mathrm{E}[s_N^2]$ and $\eta^2/N$ to $V_N$, so the sum becomes $\sigma^2+\eta^2$. With $\eta=0.5$~nm the parts are $1.731$ and $0.769~\mathrm{nm}^2$ and the sum is $2.500~\mathrm{nm}^2$, 11\% above $\sigma^2$.

\textbf{Q.} I do not have an ensemble. I have one line, which I cut into $M$ adjoining segments.

\textbf{A.} Then you measure scatter about the line's own mean $g=(1/M)\sum_jm_j$, not about $\mu$. The same algebra as in \eqref{eq:path} gives
\begin{equation}
\frac1M\sum_{j=1}^M(m_j-g)^2=\frac1M\sum_{j=1}^M(m_j-\mu)^2-(g-\mu)^2 .
\end{equation}
Because $g$ is the mean over a segment of length $ML$, the expectation is $V(L)-V(ML)$. Adding $\mathrm{E}[s^2]$ gives an expected total of $\sigma^2-V(ML)$: the whole line is itself a finite segment. For $M=5$, $V(500~\mathrm{nm})=0.173~\mathrm{nm}^2$. The scatter is then $0.721-0.173=0.548~\mathrm{nm}^2$ and the total is $2.077~\mathrm{nm}^2$, which is 8\% below $\sigma^2$.

\textbf{Q.} Here, at least, $M-1$ should repair the loss.

\textbf{A.} Only in part. The expectation becomes $M[V(L)-V(ML)]/(M-1)$, which equals $V(L)$ if and only if $V(ML)=V(L)/M$, the rule for uncorrelated means. Adjoining segments of this model are positively correlated, so $V(ML)$ is larger: $0.173$ against $0.721/5=0.144~\mathrm{nm}^2$. The corrected scatter is $0.686~\mathrm{nm}^2$, still below $0.721~\mathrm{nm}^2$.

\textbf{Q.} Suppose each line also has its own constant width offset, from a dose error for instance. Does the theorem then fail?

\textbf{A.} The theorem holds, but one line no longer reveals all its terms. Let the offset $b$ have zero mean and variance $\tau^2$ and be independent of the roughness. It shifts $w$ and $m$ equally, so $w-m$ and $s^2$ are unchanged. The variance of $m$ rises by $\tau^2$, and so does the one-point variance:
\begin{equation}
\mathrm{E}[s^2]+\big[V(L)+\tau^2\big]=\sigma^2+\tau^2 .
\end{equation}
With $\tau=0.5$~nm and $L=100$~nm this reads $1.529+0.971=2.500~\mathrm{nm}^2$. The process is still stationary but no longer ergodic: as $L$ grows, the variance of the means tends to $\tau^2$ instead of zero. Along a single line $b$ cancels from every $m_j-g$, so measuring $\tau^2$ requires several lines.

\section*{Computed values}
\begin{verbatim}
sigma = 1.5 nm, xi = 20.0 nm, L = 100.0 nm, sigma^2 = 2.2500 nm^2
L (nm) | E[within] | V(L) | sum (nm^2)
     10 | 0.33245 | 1.91755 | 2.25000
     20 | 0.59454 | 1.65546 | 2.25000
     50 | 1.11090 | 1.13910 | 2.25000
    100 | 1.52879 | 0.72121 | 2.25000
    200 | 1.84500 | 0.40500 | 2.25000
    500 | 2.07720 | 0.17280 | 2.25000
   2000 | 2.20545 | 0.04455 | 2.25000
L=100 nm: rms within = 1.2364 nm, std of means = 0.8492 nm
spectral road, L=100 nm: within = 1.52879, V = 0.72121 nm^2
residual variance: end = 2.0773, centre = 1.3190 nm^2
wave frequency (1/nm) | share within | share in means (L=100 nm)
0.002 | 0.1249 | 0.8751
0.007 | 0.8647 | 0.1353
0.023 | 0.9875 | 0.0125
short segment L/xi = 0.01: within / limit law = 0.99750
long segment L/xi = 1000: V / limit law = 0.99900
samples per segment N = 10, spacing = 10.0 nm, neighbour corr. = 0.60653
N=10 expected: within = 1.50644, V_N = 0.74356, sum = 2.25000 nm^2
N=10 simulated (200000 segments): within = 1.5054, V_N = 0.7449 nm^2
  standard errors: within 0.0021, V_N 0.0024 nm^2
divisor N-1: expected sum = 2.41738, simulated = 2.4175 nm^2
one line, M = 5 segments: V(ML) = 0.17280 nm^2
  scatter of means: divisor M = 0.5485, M-1 = 0.6856 nm^2
  expected total variance in the line = 2.0772 nm^2
line offset tau = 0.5 nm: within = 1.5288, V = 0.9712, sum = 2.5000 nm^2
three-state chain, widths [18.0, 20.0, 23.0] nm, 7 samples, 2187 paths
  transition matrix rows: [[0.7, 0.2, 0.1], [0.3, 0.5, 0.2], [0.1, 0.3, 0.6]]
  stationary probabilities: [0.41176, 0.32353, 0.26471]
  one-point variance = 4.02855 nm^2
  stationary: within = 2.51466, V = 1.51389, sum = 4.02855 nm^2
  varying correlations: within = 1.60105, V = 2.42750, sum = 4.02855 nm^2
    V of first 3 samples = 3.8657, of last 3 = 2.5712 nm^2
  narrow start: within = 2.41420, V = 1.07414, sum = 3.48833 nm^2
    mean local variance = 3.07028, variance of mean profile = 0.41805 nm^2
\end{verbatim}
